# How a Small Interlayer Slide Splits the Bernal Bilayer's Parabolic Touching

## Part 1. From the slide to a constant matrix element

### A number to explain

Take two graphene layers in Bernal stacking and slide one rigidly over the other by 0.005 nm, which is 2% of the lattice constant. In the tight-binding model set out below, the two middle bands touch at the zone corner before the slide. Afterwards they are 27 meV apart there, and the number of touching points near that corner has dropped from four to two.

The size of this response is puzzling at first. The hopping between two atoms that sit one above the other depends on their distance. With a layer spacing \(c=0.335\) nm, a sideways slide \(u\) lengthens that distance by \(u^2/2c\approx4\times10^{-5}\) nm. The model's vertical hopping of 0.48 eV then changes by about 0.1%, or half a meV. The 27 meV must come from elsewhere, and from something linear in \(u\).

The source is a matrix element that vanishes in Bernal stacking by cancellation between equivalent hops, the largest of which are 0.21 eV each in the model. The slide spoils the cancellation. To see what this does to the bands, it helps to begin with no slide at all.

### Stage 1: the unslid bilayer, simplest version

The lattice vectors are \(\mathbf a_1=a(1,0)\) and \(\mathbf a_2=a(1/2,\sqrt3/2)\), with \(a=0.246\) nm. Let \(b=a/\sqrt3\) be the bond length and \(\boldsymbol\tau=(0,b)\). In layer 1, atom A1 is at the origin of the cell and B1 at \(\boldsymbol\tau\). In layer 2, A2 is at \(\boldsymbol\tau\), above B1, and B2 is at \(2\boldsymbol\tau\). There is one \(p_z\) orbital per atom, and spin-orbit coupling and electron interactions are left out.

The Bloch states carry the atomic positions in their phases,
\[
|\mathbf k,X\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\mathbf r_X)}|\mathbf R+\mathbf r_X\rangle .
\]
Within a layer, hopping \(-\gamma_0\) joins A to its three neighbours at \(\boldsymbol\tau\) and \((\pm a/2,-b/2)\). Near \(\mathbf K=(4\pi/3a,0)\) write \(\mathbf k=\mathbf K+\mathbf q\). The three phases \(e^{i\mathbf K\cdot\boldsymbol\delta}\) are \(1,\omega,\omega^*\) with \(\omega=e^{2\pi i/3}\). They add to zero, so the first surviving term is linear in \(\mathbf q\):
\[
H_{AB}=-i\gamma_0\left[q_yb+\omega\left(\tfrac{a}{2}q_x-\tfrac b2q_y\right)+\omega^*\left(-\tfrac a2q_x-\tfrac b2q_y\right)\right].
\]
Since \(\omega+\omega^*=-1\) and \(\omega-\omega^*=i\sqrt3\), the bracket equals \(\tfrac{\sqrt3a}{2}(q_y+iq_x)\). Multiplying by \(-i\gamma_0\) gives
\[
H_{AB}=\hbar v(q_x-iq_y)\equiv P^*,\qquad \hbar v=\frac{\sqrt3}{2}a\gamma_0 .
\]
Here \(P=\hbar v\pi\) and \(\pi=q_x+iq_y\); both \(P\) and \(\gamma_1\) below are energies.

For the moment keep one interlayer element, the coupling \(\gamma_1>0\) between the stacked atoms B1 and A2. The amplitudes then obey
\[
\begin{aligned}
E\psi_{A1}&=P^*\psi_{B1}, & E\psi_{B1}&=P\psi_{A1}+\gamma_1\psi_{A2},\\
E\psi_{B2}&=P\psi_{A2}, & E\psi_{A2}&=\gamma_1\psi_{B1}+P^*\psi_{B2}.
\end{aligned}
\]
At energies far below \(\gamma_1\), the left side of the two equations for the stacked atoms can be dropped. They give \(\psi_{A2}=-P\psi_{A1}/\gamma_1\) and \(\psi_{B1}=-P^*\psi_{B2}/\gamma_1\). Substitution in the other two leaves
\[
E\psi_{A1}=-\frac{(P^*)^2}{\gamma_1}\psi_{B2},\qquad
E\psi_{B2}=-\frac{P^2}{\gamma_1}\psi_{A1}.
\]
This is the two-component Hamiltonian in the basis (A1,B2). Its energies \(\pm|P|^2/\gamma_1=\pm\hbar^2q^2/2m\), with \(m=\gamma_1/2v^2\), are two parabolas touching at \(\mathbf q=0\).

The four equations can also be solved without approximation, which provides a limit to test. For \(E\neq0\), eliminating A1 and B2 gives \((E-|P|^2/E)\psi_{B1}=\gamma_1\psi_{A2}\) and the same relation with B1 and A2 exchanged. Hence \(E-|P|^2/E=\pm\gamma_1\), and the two energies nearest zero are
\[
E=\pm\left[\sqrt{\tfrac14\gamma_1^2+|P|^2}-\tfrac12\gamma_1\right]
\simeq\pm\frac{|P|^2}{\gamma_1}\quad(|P|\ll\gamma_1).
\]
The reduction therefore gives the right low-energy bands. Because the energies come in pairs \(\pm E\), this comparison does not test the sign of the off-diagonal element, which follows from the elimination above.

### Stage 2: all interlayer elements from one function

Now let any atom of layer 1 couple to any atom of layer 2 through a hopping \(t(r)\) that depends on their in-plane separation \(r\) alone. This is the two-centre approximation. Let layer 2 be displaced by \(\mathbf u\), so that A2 is at \(\boldsymbol\tau+\mathbf u\) and B2 at \(2\boldsymbol\tau+\mathbf u\). The matrix element between two Bloch states depends on the difference \(\mathbf d\) of their atomic positions:
\[
F_{\mathbf k}(\mathbf d)=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\mathbf d)}\,t(|\mathbf R+\mathbf d|).
\]
At \(\mathbf k=\mathbf K\), where the subscript is dropped,
\[
\begin{aligned}
\langle B1|H|A2\rangle&=F(\mathbf u),\\
\langle A1|H|A2\rangle=\langle B1|H|B2\rangle&=F(\boldsymbol\tau+\mathbf u),\\
\langle A1|H|B2\rangle&=F(2\boldsymbol\tau+\mathbf u).
\end{aligned}
\]

Three properties of \(F\) do most of the work. Relabelling the sum shows that \(F(\mathbf d+\mathbf R)=F(\mathbf d)\) for every lattice vector. Replacing \(\mathbf R\) by \(-\mathbf R\) shows that \(F(-\mathbf d)=F(\mathbf d)^*\). The third concerns the rotation \(C\) by 120°. It maps the lattice onto itself and leaves \(t\) unchanged, so it can be moved from \(\mathbf d\) to \(\mathbf K\):
\[
F(C\mathbf d)=\sum_{\mathbf R}e^{i(C^{-1}\mathbf K)\cdot(\mathbf R+\mathbf d)}t(|\mathbf R+\mathbf d|)
=e^{i\mathbf G\cdot\mathbf d}F(\mathbf d).
\]
The vector \(\mathbf G=C^{-1}\mathbf K-\mathbf K=|\mathbf K|(-3/2,-\sqrt3/2)\) is a reciprocal-lattice vector, since \(\mathbf G\cdot\mathbf a_1=\mathbf G\cdot\mathbf a_2=-2\pi\).

Apply this to the unslid positions. The points \(C\boldsymbol\tau\) and \(\boldsymbol\tau\) differ by a lattice vector, so \(F(C\boldsymbol\tau)=F(\boldsymbol\tau)\). But \(\mathbf G\cdot\boldsymbol\tau=-2\pi/3\), and therefore \(F(\boldsymbol\tau)=\omega^*F(\boldsymbol\tau)\). In the same way \(F(2\boldsymbol\tau)=\omega F(2\boldsymbol\tau)\). Both numbers must vanish. For \(\mathbf d=0\) the phase is one and nothing forbids a coupling, which is \(\gamma_1=F(0)\). It is real because \(F(0)=F(0)^*\).

This justifies Stage 1 at \(\mathbf K\): in Bernal stacking the dimer coupling is the one interlayer element left there. The direct A1–B2 element vanishes because its hops fall into threes related by the rotation, and the phases within each three add to zero.

### Stage 3: the slide spoils the cancellation

A slide in a general direction removes the threefold rotation. To first order its effect can still be found from the symmetry of the unslid crystal. Put \(U=u_x+iu_y\); rotation of \(\mathbf u\) by 120° multiplies \(U\) by \(\omega\). The most general linear form is
\[
F(2\boldsymbol\tau+\mathbf u)=\lambda U+\lambda'U^*+O(u^2).
\]
Applying the rotation rule at \(\mathbf d=2\boldsymbol\tau+\mathbf u\) gives, to first order, \(F(2\boldsymbol\tau+C\mathbf u)=\omega F(2\boldsymbol\tau+\mathbf u)\), that is,
\[
\lambda\omega U+\lambda'\omega^*U^*=\omega\lambda U+\omega\lambda'U^* .
\]
The first terms agree. The second terms require \(\lambda'=0\).

The phase of \(\lambda\) follows from the mirror \(M:x\to-x\). It maps the lattice onto itself and \(\mathbf K\) onto \(-\mathbf K\), so \(F(M\mathbf d)=F(\mathbf d)^*\). For a slide along \(x\) this reads \(-\lambda u_x=\lambda^*u_x\), and \(\lambda\) is imaginary. Writing \(\lambda=-i\beta\) with real \(\beta\),
\[
\boxed{\;w\equiv\langle A1|H|B2\rangle_{\mathbf K}=-i\beta(u_x+iu_y)\;}
\]
to first order in the slide.

The A1–A2 and B1–B2 elements respond too. Since \(3\boldsymbol\tau\) is a lattice vector, \(\boldsymbol\tau+\mathbf u\) is equivalent to \(-(2\boldsymbol\tau-\mathbf u)\), and
\[
\alpha\equiv F(\boldsymbol\tau+\mathbf u)=F(2\boldsymbol\tau-\mathbf u)^*=(i\beta U)^*=-i\beta U^* .
\]
Thus \(|\alpha|=|w|\). This second coupling cannot be dropped on grounds of its own size; Part 2 shows why it enters the low-energy bands at higher order.

The dimer element changes at first order by a phase. Write \(F(\mathbf u)=\gamma_1(1+i\mathbf g\cdot\mathbf u)\). The rotation rule requires \(C^{-1}\mathbf g=\mathbf g+\mathbf G\), whose unique solution is \(\mathbf g=\mathbf K\). Multiplying both layer-2 states by \(e^{-i\mathbf K\cdot\mathbf u}\) removes this phase. The same factor alters \(w\) and \(\alpha\) at order \(u^2\), which is beyond the present accuracy. The dimer coupling may therefore be kept at \(\gamma_1\).

As a limit, \(u\to0\) returns the zeros of Stage 2. As a second test, a 120° rotation of the slide turns \(w\) into \(\omega w\), a phase which leaves its magnitude the same, as the equivalence of the three directions demands.

### Stage 4: how large is \(\beta\)?

Because \(F_{\mathbf k}(\mathbf d)\) is periodic in \(\mathbf d\), it has a Fourier series. Its coefficients are
\[
\frac1\Omega\int d^2r\,e^{-i\mathbf G\cdot\mathbf r}e^{i\mathbf k\cdot\mathbf r}t(r)=\tilde t(|\mathbf k-\mathbf G|),
\]
where \(\Omega\) is the cell area and \(\mathbf G\) now runs over all reciprocal-lattice vectors. Hence
\[
F_{\mathbf k}(\mathbf d)=\sum_{\mathbf G}\tilde t(|\mathbf k-\mathbf G|)e^{i\mathbf G\cdot\mathbf d}.
\]
At \(\mathbf k=\mathbf K\), the shortest vectors \(\mathbf K-\mathbf G\) are the three corners \(\mathbf K_0=\mathbf K\) and \(\mathbf K_{1,2}=|\mathbf K|(-1/2,\pm\sqrt3/2)\). Next come the three vectors \(-2\mathbf K_j\). Let \(t_1=\tilde t(|\mathbf K|)\) and \(t_2=\tilde t(2|\mathbf K|)\).

For \(\mathbf d=2\boldsymbol\tau+\mathbf u\) the first three terms have phases \(\phi_j=(1,\omega,\omega^*)\). These sum to zero, and the linear part is
\[
-it_1\sum_j\phi_j\mathbf K_j\cdot\mathbf u
=-it_1|\mathbf K|\left[\tfrac32u_x+\tfrac{\sqrt3}{2}(\omega-\omega^*)u_y\right]
=-\tfrac{3i}{2}t_1|\mathbf K|U .
\]
The next three have the same phases, with \(-\mathbf K_j\) replaced by \(2\mathbf K_j\), so \(t_1\) is replaced by \(-2t_2\). Therefore
\[
\beta\simeq\tfrac32|\mathbf K|(t_1-2t_2),\qquad \gamma_1\simeq3(t_1+t_2).
\]
If \(t_2\) is negligible, \(\beta\simeq\gamma_1|\mathbf K|/2\). In real space, the response comes entirely from the change of the hops with distance, since the derivative of the Bloch phases multiplies \(F(2\boldsymbol\tau)=0\). The slide lengthens some of the inclined hops and shortens others, so they no longer cancel.

For numbers, use the Slater–Koster form, with \(R=\sqrt{r^2+c^2}\),
\[
t(r)=V_\sigma\frac{c^2}{R^2}e^{-(R-c)/\rho}-\gamma_0\left(1-\frac{c^2}{R^2}\right)e^{-(R-b)/\rho},
\]
and the round parameters \(V_\sigma=0.48\) eV, \(\gamma_0=2.7\) eV and \(\rho=0.045\) nm. Numerical integration gives \(t_1=111.3\) meV and \(t_2=1.58\) meV. With \(|\mathbf K|=17.03\) nm\(^{-1}\),
\[
\beta\simeq1.5\times17.03\times(0.1113-0.0032)=2.76\ \text{eV/nm}.
\]
The direct lattice sum also gives \(\beta=2.76\) eV/nm, and \(\gamma_1=339\) meV. The estimate \(\gamma_1|\mathbf K|/2\), 2.89 eV/nm, is 5% above the lattice value.

A slide of 0.005 nm thus produces \(|w|=2.76\times0.005=0.0138\) eV, or 13.8 meV. Twice this is 27.6 meV, close to the separation that opened these notes.

## Part 2. From the constant term to two Dirac points

### What is carried over

Near \(\mathbf K\), \(P=\hbar v\pi\) with \(\pi=q_x+iq_y\). The intralayer A–B element is \(P^*\), and the dimer atoms B1 and A2 are coupled by \(\gamma_1\). A slide \(U=u_x+iu_y\) adds \(w=-i\beta U\) between A1 and B2, and \(\alpha=-i\beta U^*\) between A1 and A2 and between B1 and B2. The example has \(\hbar v=0.575\) eV nm, \(\gamma_1=339\) meV, \(\beta=2.76\) eV/nm and a slide of 0.005 nm along \(+y\). Then \(U=i|u|\), so \(w=+13.8\) meV and \(\alpha=-13.8\) meV. Even without a slide, the A1–B2, A1–A2 and B1–B2 elements have parts linear in \(\mathbf q\). The A1–B2 part causes what is called trigonal warping. All these parts are left out until Stage 8.

### Stage 5: removing the dimer with the slide present

Group the low-energy atoms (A1,B2) and the dimer atoms (B1,A2). The blocks are
\[
H_{ll}=\begin{pmatrix}0&w\\w^*&0\end{pmatrix},\quad
H_{ld}=\begin{pmatrix}P^*&\alpha\\\alpha^*&P\end{pmatrix},\quad
H_{dd}=\gamma_1\sigma_x .
\]
The dimer equation gives \(\psi_d=-(H_{dd}-E)^{-1}H_{ld}^\dagger\psi_l\). At low energy \((H_{dd}-E)^{-1}\simeq\sigma_x/\gamma_1\), so
\[
H_{\rm eff}=H_{ll}-\frac1{\gamma_1}H_{ld}\sigma_xH_{ld}^\dagger .
\]
Multiplying the matrices,
\[
H_{ld}\sigma_xH_{ld}^\dagger=
\begin{pmatrix}P^*&\alpha\\\alpha^*&P\end{pmatrix}
\begin{pmatrix}\alpha^*&P^*\\P&\alpha\end{pmatrix}
=\begin{pmatrix}2\,{\rm Re}(\alpha P)&(P^*)^2+\alpha^2\\P^2+(\alpha^*)^2&2\,{\rm Re}(\alpha P)\end{pmatrix}.
\]

The terms must now be ranked. The slide competes with the parabola when \(|w|\) is comparable with \(|P|^2/\gamma_1\). So let \(|w|=\varepsilon^2\gamma_1\) and \(|P|\sim\varepsilon\gamma_1\), with \(\varepsilon\ll1\). Since \(|\alpha|=|w|\), the diagonal is of order \(\varepsilon^3\gamma_1\) and \(\alpha^2/\gamma_1\) is of order \(\varepsilon^4\gamma_1\). The energy dropped from the inverse also contributes at order \(E|P|^2/\gamma_1^2\sim\varepsilon^4\gamma_1\). At leading order,
\[
\boxed{\;H_{\rm eff}=\begin{pmatrix}0&h\\h^*&0\end{pmatrix},\qquad h(\mathbf q)=w-\frac{(P^*)^2}{\gamma_1}\;}
\]
which is the Bernal Hamiltonian of Stage 1 plus a term independent of momentum.

The ranking can be tested on the four-band matrix. Take \(|P|=0.8\,\varepsilon\gamma_1\), phases 1.1 rad for \(P\) and 0.4 rad for \(w\), and halve \(\varepsilon\) from 0.04 to 0.02. The largest absolute difference between \(\pm|h|\) and the two diagonalized energies nearest zero falls as \(\varepsilon^{3.02}\). With the diagonal term included it falls as \(\varepsilon^{4.05}\).

Momentum independence is itself a leading-order statement. In the shortest-vector approximation, the hopping amplitude at \(\mathbf K_j+\mathbf q\) differs from \(t_1\) by a relative amount of order \(|\mathbf q|\,|\tilde t'/\tilde t|\). For the example this is at most about 2.4% for each amplitude, using the slope found in Stage 8. The three changes partly cancel, and in the lattice sum the slide-induced A1–B2 element varies by about 1.3% at \(|\mathbf q|=0.119\) nm\(^{-1}\).

### Stage 6: the two zeros

The energies are \(\pm|h|\), so the bands touch where \((P^*)^2=\gamma_1w\). For nonzero \(w\) there are two solutions,
\[
P^*=\pm\sqrt{\gamma_1w},\qquad |\mathbf q_0|=\frac{\sqrt{\gamma_1|w|}}{\hbar v}.
\]
Close to either one, with \(P^*=P_0^*+\delta P^*\),
\[
h\simeq-\frac{2P_0^*}{\gamma_1}\delta P^*,\qquad
E\simeq\pm2\hbar v\sqrt{\frac{|w|}{\gamma_1}}\,|\delta\mathbf q| .
\]
Each touching is a Dirac cone, with velocity \(2v\sqrt{|w|/\gamma_1}\). As \(u\to0\), the points merge as \(\sqrt u\), their velocity vanishes as \(\sqrt u\), and the parabola returns.

For a slide at angle \(\theta\), the phase of \(w\) is \(\theta-\pi/2\). The zeros therefore lie on an axis at angle \(\pi/4-\theta/2\). Rotating the slide by 120° turns this axis by \(-60°\), which for an undirected axis is the same as \(+120°\). The crystal's threefold symmetry is respected even though the axis turns at half the rate of the slide and in the opposite sense.

In the example,
\[
\sqrt{339\times13.8}=68.4\ \text{meV},\qquad
|\mathbf q_0|=\frac{0.0684}{0.575}=0.119\ \text{nm}^{-1},
\]
so the points lie at \(q_x=\pm0.119\) nm\(^{-1}\), separated by 0.238 nm\(^{-1}\). Without warping, the velocity is \(2\sqrt{13.8/339}=0.40\) of \(v=8.7\times10^5\) m/s, or \(3.5\times10^5\) m/s, in every direction. Warping makes the cones anisotropic and unequal. With the tilt averaged out, the lattice model of Stage 9 gives 0.39 of \(v\) along \(q_x\) at both points, but along \(q_y\) it gives 0.49 at the left point and 0.28 at the right one.

The four-band continuum matrix without warping gives a cleaner limit. For a slide at \(\theta=0.7\) rad, its touchings were found by numerical minimization of the middle gap. Their displacement from the formula is 2.0% of \(|\mathbf q_0|\) at 0.005 nm and 0.51% at 0.00125 nm. It shrinks nearly in proportion to the slide.

### Stage 7: what happened to the parabola

At \(\mathbf q=0\) the bands are separated by \(2|w|\). Just away from it,
\[
|h|\simeq|w|-\frac{{\rm Re}[w^*(P^*)^2]}{\gamma_1|w|}.
\]
This falls along the axis of the zeros and rises at right angles to it, so at leading order and without warping \(\mathbf q=0\) is a saddle of each band, at energies \(\pm|w|\). Below \(|w|\), a constant-energy contour consists of two loops, one around each Dirac point. Above it, the loops have joined. For the example, the lattice model of Stage 9 puts the saddles at \(+13.6\) and \(-15.0\) meV, displaced from \(\mathbf K\) to \(q_x=0.007\) and \(-0.036\) nm\(^{-1}\).

The phase of \(h\) shows why the touching splits instead of disappearing. On a large circle, \(h\simeq-(P^*)^2/\gamma_1\), whose phase turns by \(-2\) revolutions. The constant \(w\) cannot change this count at large \(|\mathbf q|\). Around each zero, \(h\propto\delta P^*\), with winding \(-1\). The original double winding has been shared equally.

A gap would need unequal diagonal elements. Stage 5 gave equal ones, and a symmetry lies behind this. For any rigid slide, inversion about the midpoint between A1 and B2 exchanges A1 with B2 and B1 with A2. Inversion reverses \(\mathbf k\), and time reversal restores it. Their product equates the two diagonal elements of \(H_{\rm eff}\). A perpendicular field that puts the layers at \(\pm\Delta/2\) breaks inversion. At leading order it changes the energies to \(\pm\sqrt{|h|^2+\Delta^2/4}\), opening a direct gap \(\Delta\) at both points. Whether the bands are separated overall depends also on the energy offset between the two cones, found next.

The equal diagonal element, \(-(2/\gamma_1){\rm Re}(\alpha P)\), does move the cones in energy. Inserting \(P_0\) for a slide at angle \(\theta\) gives
\[
E_D=\mp2|w|\sqrt{\frac{|w|}{\gamma_1}}\cos\left(\frac{3\theta}{2}+\frac\pi4\right),
\]
with the upper sign for \(P_0^*=+\sqrt{|w|\gamma_1}\,e^{i(\theta/2-\pi/4)}\). For a slide along \(-y\) the cosine vanishes; there the mirror \(x\to-x\) combined with time reversal exchanges the two points. Along \(+y\) each point is mapped to itself and the energies may differ. The formula gives \(\pm2\times13.8\times0.202=\pm5.6\) meV. The same term tilts each cone, with a slope \(\sqrt{|w|/\gamma_1}=0.20\) of the cone's own, too little to tip it over. This value leaves out warping, which makes the two tilts unequal: for the example, the lattice model of Stage 9 gives 0.03 and 0.27 along \(q_x\).

### Stage 8: restoring trigonal warping

The A1–B2 element also has a part linear in momentum when there is no slide. The rotation argument of Stage 3, applied to \(\mathbf q\), leaves \(s\pi\), and the mirror makes \(s\) real. Since \(F_{\mathbf k}(-\mathbf d)=F_{\mathbf k}(\mathbf d)^*\), the A1–A2 element acquires \(s\pi^*\). Differencing the lattice sum gives \(s=-0.0332\) eV nm, so \(|s|/\hbar v=0.058\). In the shortest-vector approximation \(s=\tfrac32\tilde t'\), which gives \(|\tilde t'/\tilde t|\simeq0.0222/0.1113=0.20\) nm, the length used in Stage 5.

With warping,
\[
h=w+s\pi-\frac{(\hbar v\pi^*)^2}{\gamma_1}.
\]
Set \(\pi=\gamma_1s\,\zeta/(\hbar v)^2\). The condition \(h=0\) becomes
\[
(\zeta^*)^2=\zeta+W,\qquad W=\frac{w(\hbar v)^2}{\gamma_1s^2}.
\]
For \(W=0\) the solutions are \(\zeta=0\) and the three cube roots of one: four touchings, not one parabola. The parabolic starting point is thus an idealization, and an arbitrarily small slide does not justify it.

Solutions can merge or appear where the Jacobian of \((\zeta^*)^2-\zeta\), equal to \(1-4|\zeta|^2\), vanishes. On \(\zeta=e^{i\chi}/2\),
\[
W=\tfrac14e^{-2i\chi}-\tfrac12e^{i\chi},\qquad
|W|^2=\tfrac5{16}-\tfrac14\cos3\chi ,
\]
so \(|W|\) runs between 1/4 and 3/4 along this curve. Inside \(|W|<1/4\) the four solutions of \(W=0\) persist. If \(|W|>3/4\), no solution can have \(|\zeta|\le1/2\), because that would give \(|W|\le1/4+1/2\). Every solution then has a negative Jacobian and winding \(-1\). The total on a large circle is \(-2\), so there are two. In between, the count depends on the slide's direction.

Two points are therefore assured, within this two-band model, when
\[
|w|>\tfrac34\gamma_1\left(\frac{s}{\hbar v}\right)^2=0.85\ \text{meV},
\]
which corresponds to a slide of 0.0003 nm. The example is well above this. A correct count does not make warping negligible, however: \(|s||\mathbf q_0|/|w|=3.95/13.8=0.29\). The simple formula needs \((s/\hbar v)^2\gamma_1\ll|w|\ll\gamma_1\).

### Stage 9: comparison with the full lattice sum

The four-band lattice model keeps the full momentum dependence of the hoppings defined in Part 1. Its touchings were sought by minimizing the middle gap from 49 starting points in a square of half-width 0.15 nm\(^{-1}\) around \(\mathbf K\). There are four without the slide and two with it. Slides of the same length at 0.4 rad and along \(-y\) also leave two.

For the example they lie at \(q_x=-0.136\) and \(+0.102\) nm\(^{-1}\). The separation, 0.238 nm\(^{-1}\), matches the simple formula, but each position is off by about 14% of \(|\mathbf q_0|\). Warping accounts for most of this. With \(x=\hbar vq_x\) in meV, the condition \(h=0\) is
\[
\frac{x^2}{339}=13.8-0.058x,
\]
with roots near \(-79\) and \(+59\) meV, or \(-0.137\) and \(+0.103\) nm\(^{-1}\). Both points move the same way, so the separation changes little.

At \(\mathbf K\) the lattice separation is 27.1 meV against \(2|w|=27.6\) meV. Two small corrections of opposite sign partly cancel. The full sum at this finite slide gives \(|w|=14.11\) meV and \(|\alpha|=13.5\) meV. The dimer then subtracts \(\alpha^2/\gamma_1=0.54\) meV, giving \(2(14.11-0.54)=27.1\) meV.

The cones lie at \(-3.8\) and \(+5.7\) meV, 9.5 meV apart. The leading formula gave 11.1 meV. Replacing \(\alpha\) by \(\alpha+s\pi^*\) in both the diagonal and off-diagonal elements, and solving again for the zeros, gives 10.1 meV.

### The model beside real bilayers

The parameters are typical in a rough sense. Real bilayer graphene has \(\gamma_1\) near 0.4 eV and \(v\) near \(10^6\) m/s, both somewhat above the model. Its warping ratio \(|s|/\hbar v\) is nearer 0.1, so the model's 0.058 is low. The slope \(\beta\), and with it the 27 meV, is a value of the model and has not been compared with real bilayers. At fixed \(\gamma_1\) and \(|w|\), a ratio of 0.1 raises the two-point threshold from 0.85 to about 2.5 meV and the example's relative warping from 0.29 to about 0.5. The two-centre form also ties the A1–A2 coupling to the A1–B2 coupling, a link that real bilayers need not obey. A device must hold the slide uniformly, since it is not the relaxed stacking, and gates or a substrate can make the layers unequal. In the example, a layer difference of 10 meV would split each Dirac point by about 9 meV. Since the two cones lie 9.5 meV apart in energy, the bands of the model would still overlap, by about 0.5 meV, and no overall gap would open. The margin is thin: 11 meV already opens a gap of about 0.3 meV, and a real bilayer with a different cone offset would cross over elsewhere. A difference of 20 meV would leave an overall gap of about 8 meV. Temperature matters as well: \(k_BT\) is 26 meV at 300 K and 0.86 meV at 10 K, so at room temperature the saddles, about 14 to 15 meV from zero energy, are thermally blurred. Interactions, omitted here, may alter the bands on these small scales; their effect has not been estimated.

Numbers in the example were calculated in double precision.
